# Misfit and the linear-instability thickness of a wetting strained film

**Question**

A crystalline film of mean thickness $h$ lies coherently on a very deep substrate. Both are isotropic and linearly elastic, with the same Young modulus $E$ and Poisson ratio $\nu$. The misfit strain has magnitude $\varepsilon$ and is equal in both in-plane directions. The surface energy is $\gamma$ per true surface area. The film also has a wetting energy per projected area,

$$W(h)=B\,e^{-h/\delta},\qquad B>0,$$

which favours a thicker film. Surface stress is neglected and $\gamma$ does not depend on orientation. Take $x$ along the surface and $z$ upwards, with the film–substrate interface at $z=0$. The linear-instability thickness $h_c$ is the thickness above which a flat film, held at fixed mean thickness, is unstable to a small surface wave of some wavelength.

**(a)** Find the stress in the flat film. The surface is then deformed to $z=h+\eta(x)$, with $\eta=A\cos kx$ and $kA\ll1$. Find the first-order boundary conditions on the additional stress, and explain where equal moduli matter.

**Answer.** The flat film is free to relax along $z$, so $\sigma_{zz}=0$ and the in-plane stress is equibiaxial. Hooke's law gives $\varepsilon=(\sigma_0-\nu\sigma_0)/E$, hence

$$\sigma_0=\frac{E\varepsilon}{1-\nu}.$$

I take $\sigma_0$ as tensile; its sign will not matter, because the energy contains its square. The deep substrate is unstressed.

Let $\tau_{ij}$ be the stress added by the wave. The surface normal is proportional to $(-\eta',1)$, and a free surface carries no traction:

$$-\eta'(\sigma_0+\tau_{xx})+\tau_{xz}=0,\qquad -\eta'\tau_{xz}+\tau_{zz}=0 .$$

Since $\tau_{ij}$ is itself of first order in $A$, the products $\eta'\tau_{ij}$ are of second order. To first order the conditions may be applied at the flat level $z=h$:

$$\tau_{xz}=\sigma_0\eta'=-\sigma_0Ak\sin kx,\qquad \tau_{zz}=0 .$$

The initial stress $\sigma_0$ exerts no traction across the flat interface. The added field tilts the interface slightly, but the resulting traction is smaller than $\sigma_0\eta'$ by a factor of the order of the misfit strain, and linear elasticity neglects it. The added displacement and traction are therefore both continuous at $z=0$. With equal moduli, the added field therefore sees one uniform half-space. It contains no information about the depth of the interface, and the first-order response cannot depend on $h$.

**(b)** Solve for the added field and find the elastic energy change per projected area to order $A^2$.

**Answer.** Put $\zeta=z-h\le0$. The field is independent of $y$, so this is plane strain. Equilibrium is satisfied by an Airy function $\chi$ with

$$\tau_{xx}=\partial_z^2\chi,\quad \tau_{zz}=\partial_x^2\chi,\quad \tau_{xz}=-\partial_x\partial_z\chi,\quad \nabla^4\chi=0 .$$

The solutions proportional to $\cos kx$ that decay with depth are $(C_0+C\zeta)e^{k\zeta}\cos kx$. The condition $\tau_{zz}=-k^2\chi=0$ at $\zeta=0$ gives $C_0=0$. Then

$$\tau_{xz}=Ck(1+k\zeta)e^{k\zeta}\sin kx .$$

Comparison with (a) at $\zeta=0$ gives $C=-\sigma_0A$. The remaining stress is

$$\tau_{xx}=C(2k+k^2\zeta)e^{k\zeta}\cos kx,\qquad \tau_{xx}\big|_{\zeta=0}=-2\sigma_0Ak\cos kx .$$

The tension is thus reduced at crests and increased in troughs. In plane strain with $\tau_{zz}=0$ at the surface, the added strain is $e_{xx}=(1-\nu^2)\tau_{xx}/E$. Integrating over $x$, and dropping a rigid translation, gives the surface displacement

$$u_x=-\frac{2(1-\nu^2)}{E}\,\sigma_0A\sin kx .$$

The elastic energy change has two parts. Angle brackets denote an average over one wavelength. The first part is the work of the initial stress on the added strain, inside the film:

$$\Big\langle\int_0^{h+\eta}\sigma_0\,\partial_xu_x\,dz\Big\rangle=-\sigma_0\langle\eta'u_x\rangle .$$

This follows by taking $\partial_x$ outside the integral: the total derivative averages to zero, and the moving upper limit leaves the term shown. The initial $yy$ stress does no work because $e_{yy}=0$.

The second part is the energy of the added field itself. By the divergence theorem it equals half the surface traction times displacement:

$$\tfrac12\langle\tau_{xz}u_x\rangle=\tfrac12\sigma_0\langle\eta'u_x\rangle .$$

The initial energy density multiplies the mean thickness, which the wave leaves unchanged. The sum is therefore

$$\Delta F_{\rm el}=-\tfrac12\sigma_0\langle\eta'u_x\rangle .$$

Here $\eta'u_x=[2(1-\nu^2)/E]\,\sigma_0A^2k\sin^2kx$, and $\langle\sin^2kx\rangle=\tfrac12$. Hence

$$\Delta F_{\rm el}=-\frac{A^2}{4}\,ak,\qquad a=\frac{2(1-\nu^2)\sigma_0^2}{E}=\frac{2E(1+\nu)}{1-\nu}\,\varepsilon^2 .$$

The last form uses $(1-\nu^2)/(1-\nu)^2=(1+\nu)/(1-\nu)$. The coefficient $a$ has the dimension of stress and grows as the square of the misfit.

**(c)** Add the surface and wetting energies. For transport by surface diffusion, find the growth rate of the wave.

**Answer.** For small slopes the extra surface energy is

$$\gamma\big\langle\sqrt{1+\eta'^2}-1\big\rangle\simeq\frac{\gamma}{2}\langle\eta'^2\rangle=\frac{A^2}{4}\gamma k^2 .$$

In the expansion of $W(h+\eta)$ the linear term averages to zero, and the quadratic term gives $\tfrac12W''\langle\eta^2\rangle=A^2W''/4$. Altogether,

$$\Delta F=\frac{A^2}{4}S(k,h),\qquad S=\gamma k^2+W''(h)-ak,\qquad W''=\frac{B}{\delta^2}e^{-h/\delta}.$$

Surface energy opposes short waves most strongly. Wetting resists waves of every length, because a convex $W$ makes an uneven film costlier than a flat one of the same volume. Elastic relaxation favours roughening.

Let $\phi$ be the energy change per added volume of film, with wave part $\phi_1\cos kx$. A change $dA$ adds height $dA\cos kx$, so $d\Delta F=\langle\phi_1\cos^2kx\rangle dA=\tfrac12\phi_1dA$. Therefore $\phi_1=2\,d\Delta F/dA=AS$.

Surface diffusion carries a volume flux $J=-M\partial_x\phi$ with mobility $M>0$. Volume conservation requires $\partial_t\eta=-\partial_xJ=M\partial_x^2\phi$, so

$$\frac{dA}{dt}=sA,\qquad s=-Mk^2S=Mk^2\left[ak-\gamma k^2-W''(h)\right].$$

The mobility sets the pace, while the sign of $S$ decides stability.

**(d)** Find $h_c$. Show that doubling the misfit, with all other parameters fixed, lowers it by $4\delta\ln2$, and state when this holds.

**Answer.** Completing the square gives

$$S=\gamma\left(k-\frac{a}{2\gamma}\right)^2+W''(h)-\frac{a^2}{4\gamma}.$$

The least stable wavenumber is $k_c=a/(2\gamma)$. An unstable wave exists if and only if $W''(h)<a^2/(4\gamma)$. Because $W''$ decreases with $h$, the film becomes unstable on thickening. At the threshold,

$$\frac{B}{\delta^2}e^{-h_c/\delta}=\frac{a^2}{4\gamma}
\quad\Longrightarrow\quad
h_c=\delta\ln\frac{4\gamma B}{\delta^2a^2}.$$

Doubling $\varepsilon$ multiplies $a$ by 4 and $a^2$ by 16. The other quantities in the logarithm cancel from the difference:

$$h_c(\varepsilon)-h_c(2\varepsilon)=\delta\ln16=4\delta\ln2 .$$

The fourth power of misfit has two sources. The relaxation energy is quadratic in stress, and minimizing the competition between $-ak$ and $\gamma k^2$ squares the elastic coefficient again. The exponential wetting law turns the resulting factor of 16 into a fixed thickness difference. At the same time the critical wavelength $2\pi/k_c=4\pi\gamma/a$ falls fourfold.

Both thresholds must be positive. For the doubled misfit this requires $a(2\varepsilon)<2\sqrt{\gamma B}/\delta$. If the inequality fails, the more strained film is unstable at every positive thickness, and the logarithmic formula no longer gives a physical threshold.

**(e)** Take $E=130$ GPa, $\nu=0.27$, $\gamma=1.2$ J/m², $B=0.10$ J/m² and $\delta=0.20$ nm. Evaluate the thresholds for misfits of 2% and 4%.

**Answer.** It is convenient that 1 J/m² = 1 GPa nm. At 2% misfit,

$$a=\frac{2(130)(1.27)(0.02)^2}{0.73}=0.181\ {\rm GPa},$$

$$h_c=0.20\ln\frac{4(1.2)(0.10)}{(0.20)^2(0.1809)^2}=1.18\ {\rm nm}.$$

At 4% misfit $a=0.724$ GPa, and the same formula gives $h_c=0.626$ nm. The lowering is

$$4(0.20)\ln2=0.555\ {\rm nm}=5.55\ \text{Å}.$$

The critical wavelengths are 83.3 nm and 20.8 nm. For these parameters $h_c$ stays positive up to a misfit of 8.75%, so both films lie within the range of the formula.

The thresholds were also found without the formula. The elastic energy of a film with a wave of amplitude 0.002 nm was computed by integrating over the film and substrate, the surface and wetting energies were added, and the wavenumber and thickness were searched numerically. This gave 1.1808 nm and 0.6263 nm, in agreement with the formula to the printed digits.

**(f)** Would a film growing at a finite rate visibly roughen at $h_c$? Consider first a film far above threshold, then deposition at 0.010 nm/s at 900 K. Take surface diffusivity $D=1.0\times10^{-11}$ cm²/s, surface-atom density $n=7.0$ nm⁻² (about one atom per surface site, so that $D$ is an average over all surface atoms) and atomic volume $\Omega=0.020$ nm³, all held fixed when the misfit changes.

**Answer.** Far above threshold $W''$ is negligible and $s=M(ak^3-\gamma k^4)$. Setting $ds/dk=Mk^2(3a-4\gamma k)=0$ gives the fastest wave:

$$k_f=\frac{3a}{4\gamma},\qquad s_f=Mk_f^3(a-\gamma k_f)=\frac{27Ma^4}{256\gamma^3}.$$

This rate scales as $\varepsilon^8$, so doubling the misfit raises it 256-fold.

To find $M$, note that the energy per atom is $\Omega\phi$ and the drift velocity is $-(D/k_BT)\,\partial_x(\Omega\phi)$. Multiplication by $n\Omega$ converts this velocity to a volume flux, so

$$M=\frac{Dn\Omega^2}{k_BT}=225\ {\rm nm^3/(GPa\,s)}.$$

At 2% misfit,

$$s_f=\frac{27(225)(0.1809)^4}{256(1.2)^3}=0.0147\ {\rm s^{-1}} .$$

Even at this full rate, tenfold growth takes $\ln10/s_f\simeq156$ s, during which about 1.6 nm is deposited.

Near threshold the growth is slower still. For deposition rate $R$, the logarithmic gain of a wave is $\int s\,dh/R$, counted from the thickness at which its rate becomes positive. Numerical integration, with the wavenumber chosen for earliest tenfold growth, gives thicknesses of 3.00 nm at 2% and 0.69 nm at 4%. Their difference is 2.31 nm, about four times the difference between the linear thresholds.

The result in (d) therefore concerns stability at fixed thickness. It should not be read as the shift of visible roughening during deposition unless growth is slow enough for waves to develop close to $h_c$. The approach is gradual: with deposition a hundred times slower, the same calculation still gives a difference of 0.65 nm, and only at a thousand times slower does it come within about 0.03 nm of $4\delta\ln2$. Tenfold growth is itself a chosen marker; visibility also depends on the initial roughness.

**(g)** Examine three changes to the energy model: a film 20% softer than the substrate with the same $\nu$; wetting energy counted per true surface area; and a wetting amplitude $B$ that doubles with the misfit.

**Answer.** *Softer film.* Let the moduli be $E_f$ and $E_s$, with $\sigma_f=E_f\varepsilon/(1-\nu)$. The added field penetrates a depth of order $1/k$. If $kh\ll1$, the substrate controls the displacement and $a\to2(1-\nu^2)\sigma_f^2/E_s$. If $kh\gg1$, the film controls it and $E_s$ is replaced by $E_f$. For $E_f/E_s=0.8$ these limits are 0.64 and 0.80 times the equal-modulus value. Between them $a$ depends on $kh$, so the factor of 16 is no longer exact.

Solving the layered elastic problem numerically gives $h_c=1.341$ nm and 0.768 nm. Both thresholds rise because the softer film carries less stress. Their difference is 0.574 nm, about 3.5% more than for equal moduli. The thresholds themselves are more sensitive than their difference. This holds when the film modulus is the same at both misfits. If it changes with composition, for example $E_f/E_s=0.9$ at 2% and 0.8 at 4%, the thresholds are 1.255 nm and 0.767 nm, and the difference falls to 0.488 nm, about 12% below $4\delta\ln2$.

*Wetting per true area.* The wetting term becomes $\langle W(h+\eta)\sqrt{1+\eta'^2}\rangle$. To order $A^2$ this replaces $\gamma$ by $\gamma+W(h)$ in $S$. Since $W''=W/\delta^2$, the threshold condition is

$$W(\gamma+W)=\frac{\delta^2a^2}{4},\qquad
W=\frac{-\gamma+\sqrt{\gamma^2+\delta^2a^2}}{2}.$$

Quadrupling $a$ multiplies this $W$ by 16 only in the limit $\delta a\ll\gamma$. Here $\delta a/\gamma$ is 0.12 at the larger misfit, and the lowering becomes 0.5538 nm instead of 0.5545 nm. The distinction is negligible for this example.

*Changing wetting amplitude.* If $B$ doubles together with $\varepsilon$, the argument of the logarithm falls by 8 instead of 16. The lowering is then $3\delta\ln2=0.416$ nm, a quarter less. This matters when misfit is changed through composition, since composition may also alter the wetting energy.

**(h)** Is coherence guaranteed mechanically at these thicknesses? Consider an edge dislocation parallel to $y$, with Burgers vector of length $b=0.38$ nm along $x$, at depth $d$ in the film. Then relate the model to silicon-germanium films on silicon.

**Answer.** The free surface attracts the dislocation, while the misfit stress drives a dislocation of the relieving sign downwards. Let $G=E/[2(1+\nu)]$ and $D_b=Gb/[2\pi(1-\nu)]$. The standard field of an edge dislocation in an infinite body gives tractions at lateral distance $q$ on the surface plane:

$$(t_x,t_z)=D_b\frac{q^2-d^2}{(q^2+d^2)^2}\,(q,d).$$

Opposite line loads must be applied to free the surface. A line load $\mathbf P$ produces the radial stress $-2\mathbf P\cdot\hat{\mathbf r}/(\pi r)$ in a half-space. Projecting this on $xx$ at the dislocation and summing the loads gives

$$\sigma_{xx}^{\rm image}=-\frac{2D_b}{\pi}\int_{-\infty}^{\infty}\frac{q^2(q^2-d^2)}{(q^2+d^2)^3}\,dq=-\frac{D_b}{2d},$$

because the integral is $(3\pi/8-\pi/8)/d=\pi/(4d)$. The force per length is $b$ times the stress in magnitude. Balance therefore requires $\sigma_0=D_b/(2d)$, or

$$d_0=\frac{b}{8\pi(1+\nu)\varepsilon}.$$

This is 0.60 nm at 2% and 0.30 nm at 4%. Both depths are smaller than the corresponding $h_c$. For a dislocation already deeper than $d_0$ the force points towards the interface, so force balance alone does not guarantee coherence. The depth $d_0$ marks the top of the energy barrier, not the depth at which a dislocation lowers the total energy. With self-energy $\tfrac12D_bb\ln(2d/r_0)$ and core radius $r_0$ between $b$ and $b/4$, that depth lies between 1.0 and 2.3 nm at 2% and reaches at most about 0.9 nm at 4%. It may therefore fall on either side of $h_c$, while the 3.00 nm found in (f) exceeds it. With this Burgers vector the motion would be climb, which requires atomic diffusion; dislocations that glide on inclined planes need a separate force balance. The model assumes that no such dislocations form. At these depths, comparable with $b$, the continuum estimate is rough.

The parameters lie roughly in the regime of silicon-germanium on silicon, where pure germanium has a misfit of about 4% and a half-germanium alloy about half that. They are round model values, not a fit. With an atomic layer of 0.14 nm, the thresholds are about 8.4 and 4.5 layers. Pure germanium on silicon forms islands after roughly three to four layers. The second value is of similar size, but this is not a test of the model: $B$ and $\delta$ were chosen, and the elastic constants are simplified. Taking the film stress from the cubic constants of germanium and the elastic response from those of silicon, which is the limit $kh\ll1$, raises the 4% threshold to 0.87–0.88 nm for waves along a cube axis of a (001) film, depending on the tabulated germanium constants; waves along [110] give about 0.04 nm more. Here $kh$ is about 0.15, and including the softer film's finite thickness lowers this to 0.85–0.86 nm, about 6 layers. The actual misfit of 4.2% lowers these values by a further 0.04 nm. With cubic constants interpolated in composition, the half-germanium alloy at 2% and pure germanium at 4% differ by about 0.47 nm rather than 0.55 nm, because the film stiffness changes with composition. The decay length is only about 1.4 layers, so a continuous $W(h)$ is itself an approximation. Real films may also have facets, surface stress and intermixing with the substrate, which changes the misfit; these effects are not sized here.

Of the effects evaluated, finite deposition rate changes the thickness difference most, from 0.55 to 2.31 nm, for the chosen diffusivity and a deposition rate of 0.010 nm/s. At a hundredfold lower rate, doubling $B$ with the misfit matters more. Using $4\delta\ln2$ as a design rule therefore requires slow growth or annealing at fixed thickness, coherent films, nearly equal moduli, an exponential wetting law, positive thresholds at both misfits, and film moduli, wetting energy and surface energy that stay fixed as misfit changes.

## Computed values

```
Young modulus E = 130 GPa; Poisson ratio nu = 0.27
surface energy gamma = 1.20 J/m^2
wetting energy B = 0.10 J/m^2; decay length delta = 0.20 nm
--- misfit 2 % ---
film stress sigma0 = 3.562 GPa
elastic coefficient a = 0.1809 GPa
a^2/(4 gamma) = 0.006820 GPa/nm
critical wavenumber = 0.0754 1/nm
critical wavelength = 83.34 nm
h_c, formula = 1.1808 nm
h_c, direct energy search = 1.1808 nm
h_c in atomic layers = 8.43
h_c, softer film = 1.3412 nm
h_c, wetting per true area = 1.1809 nm
tenfold growth during deposition at h = 3.00 nm
dislocation force-balance depth = 0.595 nm
--- misfit 4 % ---
film stress sigma0 = 7.123 GPa
elastic coefficient a = 0.7237 GPa
a^2/(4 gamma) = 0.109121 GPa/nm
critical wavenumber = 0.3016 1/nm
critical wavelength = 20.84 nm
h_c, formula = 0.6263 nm
h_c, direct energy search = 0.6263 nm
h_c in atomic layers = 4.47
h_c, softer film = 0.7675 nm
h_c, wetting per true area = 0.6270 nm
tenfold growth during deposition at h = 0.69 nm
dislocation force-balance depth = 0.298 nm
--- effect of doubling the misfit ---
lowering 4 delta ln 2 = 0.5545 nm = 5.545 angstrom
lowering, direct energy search = 0.5545 nm
lowering in atomic layers = 3.96
largest misfit with positive h_c = 8.75 %
lowering, softer film = 0.5737 nm
lowering, wetting per true area = 0.5538 nm
lowering if B also doubles = 0.4159 nm
lowering of tenfold-growth thickness = 2.31 nm
--- inputs for neglected effects ---
film/substrate modulus ratio = 0.80
atomic layer = 0.14 nm; Burgers length = 0.38 nm
temperature = 900 K
surface diffusivity = 1.0e-11 cm^2/s
site density = 7.0 1/nm^2
atomic volume = 0.020 nm^3
deposition rate = 0.010 nm/s
mobility M = 225.3 nm^3/(GPa s)
```
